# The dipole magnetic form factor and the finite-Q peak of Sm3+: test program

```python
"""Dipole approximation to the magnetic neutron form factor.

Result under test:  f(Q) = <j0> + C <j2>,  C = (2-g)/g,  g = Lande factor.
Complete rank-1 result:  C_full = (2-g+w)/g, where w J is the projection of
W = sum_i [3 rhat (rhat.s) - s] on the multiplet J.
<jk> = integral of R(r)^2 r^2 jk(Qr), with the model R ~ r^3 exp(-zeta r).
Lengths are in Bohr radii a0, moments in units of -mu_B, hbar = 1.
f rises from Q = 0 when C > 5/2; Sm3+ (4f5) has C = 6.
"""
import math
import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

ZETA = 5.0
A0_ANGSTROM = constants.physical_constants["Bohr radius"][0] * 1e10


# ---------- radial integrals: quadrature and closed form ----------
def radial_grid(zeta, count=120):
    x, w = np.polynomial.legendre.leggauss(count)
    rmax = 30.0 / zeta
    r = 0.5 * rmax * (x + 1)
    density = (2 * zeta) ** 9 / math.factorial(8) * r**8 * np.exp(-2 * zeta * r)
    return r, 0.5 * rmax * w * density


def jk_quadrature(k, q, zeta=ZETA):
    r, w = radial_grid(zeta)
    return float(np.sum(w * spherical_jn(k, q * r)))


def j0_closed(q, zeta=ZETA):
    t = q / (2 * zeta)
    a = np.arctan(t)
    return np.cos(a) ** 8 * np.sin(8 * a) / (8 * t)


def j2_closed(q, zeta=ZETA):
    t = q / (2 * zeta)
    a = np.arctan(t)
    c = np.cos(a)
    return (c**6 * np.sin(6 * a) / (112 * t**3)
            - 3 * c**7 * np.cos(7 * a) / (56 * t**2) - j0_closed(q, zeta))


for q in (0.5, 3.0, 8.0, 14.0):
    assert abs(j0_closed(q) - jk_quadrature(0, q)) < 1e-9
    assert abs(j2_closed(q) - jk_quadrature(2, q)) < 1e-9

# ---------- averages over the direction of Q at one point r ----------
xg, wg = np.polynomial.legendre.leggauss(30)
phig = 2 * np.pi * np.arange(40) / 40
cos_t, phi = [a.ravel() for a in np.meshgrid(xg, phig, indexing="ij")]
weight = np.repeat(wg, 40) / 80          # weights of a mean over the sphere
sin_t = np.sqrt(1 - cos_t**2)
sphere = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
u = np.array([0.3, -0.5, 0.7])
u /= np.linalg.norm(u)
x0 = 3.7
phase = weight * np.exp(1j * x0 * (u @ sphere))
s0, s1, s2 = [spherical_jn(k, x0) for k in range(3)]
assert np.allclose(sphere @ phase, 1j * s1 * u, atol=1e-11)
transverse = 1.5 * (np.eye(3) * phase.sum() - (sphere * phase) @ sphere.T)
assert np.allclose(transverse,
                   s0 * np.eye(3) + 0.5 * s2 * (3 * np.outer(u, u) - np.eye(3)),
                   atol=1e-11)
# A uniformly magnetized ball has the orbital form factor j0 + j2.
ball = np.sum(0.5 * wg * 3 * (0.5 * (xg + 1))**2
              * spherical_jn(0, x0 * 0.5 * (xg + 1)))
assert abs(ball - (s0 + s2)) < 1e-11


# ---------- one-electron amplitudes from density and current ----------
def theta_part(m, c):
    """Theta factor of Y_3m, Condon-Shortley phase."""
    k = abs(m)
    norm = math.sqrt(7 / (4 * math.pi) * math.factorial(3 - k)
                     / math.factorial(3 + k))
    return norm * lpmv(k, 3, c) * ((-1) ** k if m < 0 else 1)


R, WR = radial_grid(ZETA, 70)
CT, WT = np.polynomial.legendre.leggauss(40)
ST = np.sqrt(1 - CT**2)
PH = 2 * np.pi * np.arange(48) / 48
PROFILE = np.array([theta_part(m, CT) ** 2 for m in range(-3, 4)])


def amplitudes(q, cos_q):
    """z parts for m=-3..3: charge transform and orbital M_perp.

    The scattering vector lies in the xz plane at polar cosine cos_q.
    """
    sin_q = math.sqrt(1 - cos_q**2)
    geometry = (sin_q * ST[:, None] * np.cos(PH)[None, :]
                + cos_q * CT[:, None])
    wave = np.exp(1j * q * R[:, None, None] * geometry[None])
    plain = wave.sum(axis=2) * 2 * np.pi / 48
    with_cos = (wave * np.cos(PH)).sum(axis=2) * 2 * np.pi / 48
    charge = PROFILE @ (WT * (WR @ plain))
    current = PROFILE @ (WT / ST * ((WR / R) @ with_cos))
    orbital = -2j / q * sin_q * np.arange(-3, 4) * current
    return charge, orbital


q_test = 4.0
nodes, node_w = np.polynomial.legendre.leggauss(20)
spin_mean = np.zeros(7, complex)
orb_mean = np.zeros(7, complex)
for c, w in zip(nodes, node_w):
    charge, orbital = amplitudes(q_test, c)
    spin_mean += 1.5 * 0.5 * w * (1 - c * c) * charge
    orb_mean += 1.5 * 0.5 * w * orbital
ms = np.arange(-3, 4)
b0, b2 = j0_closed(q_test), j2_closed(q_test)
quadrupole = 2 * (12 - 3 * ms**2) / 45       # <3 cos^2 - 1> in Y_3m
assert np.allclose(orb_mean, ms * (b0 + b2), atol=1e-8)
assert np.allclose(spin_mean, b0 + 0.5 * b2 * quadrupole, atol=1e-8)

# ---------- many-electron Hund states from determinants ----------
harmonics = np.array([theta_part(m, cos_t) * np.exp(1j * m * phi) for m in ms])


def angular_matrix(function):
    mat = (harmonics.conj() * (4 * np.pi * weight * function)) @ harmonics.T
    assert np.max(np.abs(mat.imag)) < 1e-11
    return np.where(np.abs(mat.real) < 1e-11, 0.0, mat.real)


I2, I7 = np.eye(2), np.eye(7)
SZ1 = np.diag([0.5, -0.5])
SP1 = np.array([[0.0, 1.0], [0.0, 0.0]])
lower_l = np.zeros((7, 7))
for i in range(1, 7):
    m = i - 3
    lower_l[i - 1, i] = math.sqrt(12 - m * (m - 1))
LZ, SZ = np.kron(np.diag(ms.astype(float)), I2), np.kron(I7, SZ1)
LM, SM = np.kron(lower_l, I2), np.kron(I7, SP1.T)
r_minus = sin_t * np.exp(-1j * phi)
WZ = (np.kron(angular_matrix(3 * cos_t**2 - 1), SZ1)
      + 1.5 * np.kron(angular_matrix(cos_t * r_minus), SP1)
      + 1.5 * np.kron(angular_matrix(cos_t * r_minus.conj()), SP1.T))


def apply_one_body(op, state):
    out = {}
    terms = [(int(p), int(k), op[p, k]) for p, k in zip(*np.nonzero(op))]
    for det, coef in state.items():
        for p, k, value in terms:
            if not (det >> k) & 1:
                continue
            rest = det ^ (1 << k)
            if (rest >> p) & 1:
                continue
            swaps = (bin(det & ((1 << k) - 1)).count("1")
                     + bin(rest & ((1 << p) - 1)).count("1"))
            new = rest | (1 << p)
            out[new] = out.get(new, 0.0) + (-1) ** swaps * value * coef
    return out


def norm_of(state):
    return math.sqrt(sum(c * c for c in state.values()))


def expectation(op, state):
    image = apply_one_body(op, state)
    return sum(c * image.get(d, 0.0) for d, c in state.items())


def hund_state(n):
    """State |J, M=J> of 4f^n, n < 6, with J = L - S."""
    big_l = sum(3 - k for k in range(n))
    spin = Rational(n, 2)
    j = big_l - spin
    top = sum(1 << (2 * (6 - k)) for k in range(n))
    total = {}
    for spin_steps in range(n + 1):
        part = {top: 1.0}
        for _ in range(n - spin_steps):
            part = apply_one_body(LM, part)
        for _ in range(spin_steps):
            part = apply_one_body(SM, part)
        m_s = spin - spin_steps
        cg = float(clebsch_gordan(big_l, spin, j, j - m_s, m_s, j))
        size = norm_of(part)
        for det, coef in part.items():
            total[det] = total.get(det, 0.0) + cg * coef / size
    return big_l, float(spin), float(j), total


def lande(L, S, J):
    return 1.5 + (S * (S + 1) - L * (L + 1)) / (2 * J * (J + 1))


def w_formula(n, L, S, J):
    X, Y = L * (L + 1), S * (S + 1)
    dot = (J * (J + 1) - X - Y) / 2
    q_top = sum(2 * (12 - 3 * (3 - k) ** 2) / 45 for k in range(n))
    kappa = q_top / (L * (2 * L - 1))
    return kappa * (3 * dot**2 + 1.5 * dot - X * Y
                    + dot * (2 * X - 1.5)) / (n * J * (J + 1))


ions = {}
for n, name in enumerate(("Ce3+", "Pr3+", "Nd3+", "Pm3+", "Sm3+"), start=1):
    L, S, J, state = hund_state(n)
    g, w = lande(L, S, J), w_formula(n, L, S, J)
    assert abs(norm_of(state) - 1) < 1e-10
    assert norm_of(apply_one_body(LM.T + SM.T, state)) < 1e-9
    assert abs(expectation(LZ + 2 * SZ, state) - g * J) < 1e-9
    assert abs(expectation(LZ, state) - (2 - g) * J) < 1e-9
    assert abs(expectation(WZ, state) - w * J) < 1e-9
    ions[name] = (L, S, J, g, w, (2 - g) / g, (2 - g + w) / g, state)

L, S, J, g, w, C, C_full, sm_state = ions["Sm3+"]


# ---------- peak of the form factor ----------
def form_factor(q, coefficient, zeta=ZETA):
    return j0_closed(q, zeta) + coefficient * j2_closed(q, zeta)


def find_peak(coefficient, zeta=ZETA):
    grid = np.linspace(0.05, 25, 1000)
    values = form_factor(grid, coefficient, zeta)
    k = int(np.argmax(values))
    if k == 0 or values[k] <= 1:
        return 0.0, 1.0
    best = minimize_scalar(lambda q: -form_factor(q, coefficient, zeta),
                           bounds=(grid[k - 1], grid[k + 1]), method="bounded",
                           options={"xatol": 1e-10})
    return float(best.x), float(-best.fun)


r_nodes, r_weights = radial_grid(ZETA)
r2_mean = float(np.sum(r_weights * r_nodes**2))
step = 0.05
slope_numeric = (jk_quadrature(0, step) + C * jk_quadrature(2, step) - 1) / step**2
slope = r2_mean * (C / 15 - 1 / 6)
assert abs(slope_numeric - slope) < 1e-3     # next term is of order step^2
assert find_peak(2.4)[0] == 0.0 and find_peak(2.6)[0] > 0.0
for name, data in ions.items():
    for coefficient in data[5:7]:
        assert (find_peak(coefficient)[0] > 0) == (name == "Sm3+")

q_peak, f_peak = find_peak(C)
q_full, f_full = find_peak(C_full)
q_other, f_other = find_peak(C, 6.0)
assert abs(q_other / q_peak - 6.0 / ZETA) < 1e-5
assert abs(f_other - f_peak) < 1e-9

# ---------- all multipoles, Q perpendicular to the moment, M = J ----------
occupation = np.zeros((7, 2))
for det, coef in sm_state.items():
    for k in range(14):
        if (det >> k) & 1:
            occupation[k // 2, k % 2] += coef**2
assert abs(occupation.sum() - 5) < 1e-9


def all_multipoles(q):
    charge, orbital = amplitudes(q, 0.0)
    total = ((occupation[:, 0] - occupation[:, 1]) @ charge
             + occupation.sum(axis=1) @ orbital)
    assert abs(total.imag) < 1e-8
    return float(total.real) / (g * J)


assert abs(all_multipoles(0.01) - 1) < 1e-3
q_scan = np.arange(0.25, 12.01, 0.25)
scan = np.array([all_multipoles(q) for q in q_scan])
k_scan = int(np.argmax(scan))

# ---------- output ----------
print("Hund ground states: L, S, J, g, C=(2-g)/g, w, C_full")
for name, d in ions.items():
    print(f"{name}: {d[0]} {d[1]:.1f} {d[2]:.1f} g={d[3]:.4f} "
          f"C={d[5]:.4f} w={d[4]:+.4f} C_full={d[6]:.4f}")
print(f"Model exponent zeta = {ZETA:.1f} 1/a0")
print(f"Mean square radius <r^2> = {r2_mean:.4f} a0^2")
print(f"Sm3+ Q^2 coefficient of f, formula = {slope:.4f} a0^2")
print(f"Sm3+ Q^2 coefficient, finite difference = {slope_numeric:.4f} a0^2")
print(f"Sm3+ total moment g*J = {g * J:.4f} mu_B")
print(f"Sm3+ orbital part at Q=0 = {(2 - g) * J:.4f} mu_B")
print(f"Sm3+ spin part at Q=0 = {2 * (g - 1) * J:.4f} mu_B")
print(f"Dipole peak position = {q_peak:.4f} 1/a0")
print(f"Dipole peak position = {q_peak / A0_ANGSTROM:.3f} 1/angstrom")
print(f"Dipole peak height f = {f_peak:.4f}")
p0, p2 = j0_closed(q_peak), j2_closed(q_peak)
print(f"<j0> at dipole peak = {p0:.4f}")
print(f"<j2> at dipole peak = {p2:.4f}")
print(f"Orbital part at dipole peak = {(2 - g) * J * (p0 + p2):.4f} mu_B")
print(f"Spin part at dipole peak = {2 * (g - 1) * J * p0:.4f} mu_B")
print(f"Peak with W restored: Q = {q_full:.4f} 1/a0, f = {f_full:.4f}")
print(f"All multipoles, Q perp J, at dipole peak Q: {all_multipoles(q_peak):.4f}")
print(f"All multipoles, largest on 0.25/a0 grid: Q = {q_scan[k_scan]:.2f} 1/a0, "
      f"f = {scan[k_scan]:.4f}")
print("Q (1/a0), <j0>, <j2>, f dipole, f with W, f all multipoles (Q perp J)")
for q in (1.0, 2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 10.0):
    print(f"{q:4.1f} {j0_closed(q):8.4f} {j2_closed(q):8.4f} "
          f"{form_factor(q, C):8.4f} {form_factor(q, C_full):8.4f} "
          f"{all_multipoles(q):8.4f}")
print("all good")
```

It prints:

```
Hund ground states: L, S, J, g, C=(2-g)/g, w, C_full
Ce3+: 3 0.5 2.5 g=0.8571 C=1.3333 w=+0.2286 C_full=1.6000
Pr3+: 5 1.0 4.0 g=0.8000 C=1.5000 w=+0.1156 C_full=1.6444
Nd3+: 6 1.5 4.5 g=0.7273 C=1.7500 w=+0.0386 C_full=1.8030
Pm3+: 6 2.0 4.0 g=0.6000 C=2.3333 w=-0.0424 C_full=2.2626
Sm3+: 5 2.5 2.5 g=0.2857 C=6.0000 w=-0.1651 C_full=5.4222
Model exponent zeta = 5.0 1/a0
Mean square radius <r^2> = 0.9000 a0^2
Sm3+ Q^2 coefficient of f, formula = 0.2100 a0^2
Sm3+ Q^2 coefficient, finite difference = 0.2099 a0^2
Sm3+ total moment g*J = 0.7143 mu_B
Sm3+ orbital part at Q=0 = 4.2857 mu_B
Sm3+ spin part at Q=0 = -3.5714 mu_B
Dipole peak position = 2.7912 1/a0
Dipole peak position = 5.275 1/angstrom
Dipole peak height f = 1.6424
<j0> at dipole peak = 0.2725
<j2> at dipole peak = 0.2283
Orbital part at dipole peak = 2.1465 mu_B
Spin part at dipole peak = -0.9733 mu_B
Peak with W restored: Q = 2.7085 1/a0, f = 1.5117
All multipoles, Q perp J, at dipole peak Q: 1.4690
All multipoles, largest on 0.25/a0 grid: Q = 2.75 1/a0, f = 1.4705
Q (1/a0), <j0>, <j2>, f dipole, f with W, f all multipoles (Q perp J)
 1.0   0.8595   0.0546   1.1872   1.1556   1.1475
 2.0   0.5342   0.1654   1.5267   1.4311   1.4042
 3.0   0.2138   0.2367   1.6339   1.4971   1.4525
 4.0   0.0168   0.2277   1.3829   1.2513   1.1989
 5.0  -0.0551   0.1655   0.9381   0.8425   0.7932
 6.0  -0.0563   0.0953   0.5157   0.4606   0.4211
 8.0  -0.0167   0.0134   0.0640   0.0562   0.0380
10.0  -0.0000  -0.0045  -0.0268  -0.0242  -0.0304
all good
```
